# Reversing a plating current: adherent deposits and dissolved products

**Question.** A constant cathodic current reduces a species at a flat electrode for a time $t_f$. The current is then reversed without changing its size. If the product is an adherent metal film, the film lasts for a further time $t_f$. If the product dissolves, the electrode potential runs away after $t_f/3$. The same charge made the same number of moles in both cases. Why are the times different, and why is the second one a third?

## The mechanism

A constant reverse current demands product at a constant rate. The reverse stage ends when the electrode can no longer be supplied at that rate.

An adherent deposit stays where it was made. Its last atom is as available as its first, so the supply fails when the whole amount has been used. The end point is set by a total.

A dissolved product begins to diffuse away as soon as it is formed. The electrode can oxidize what is at its surface, and the rest must first diffuse back. The supply fails when the surface concentration reaches zero, although much product may remain farther out. The end point is set by a local value.

The following conditions are assumed. The whole current drives the one reaction in each direction. No product is present at the start, and the product is chemically stable. The deposit does not flake, corrode or passivate, and it lies on a different, inert metal, so that its disappearance can be seen. For the dissolved product the solution is still, deep compared with the distance diffused, and rich in supporting salt, so that transport is by diffusion along the normal $x$.

## The deposit: a balance of charge

Let $j$ be the size of the forward current density and $n$ the number of electrons per product particle. The product forms at the molar rate per area

$$N=\frac{j}{nF},$$

where $F$ is the Faraday constant. Let $s$ be the time since reversal, and let the reverse current be $r$ times the forward one; the question has $r=1$. The amount made is $Nt_f$ and the amount taken back is $rNs$, so what remains is

$$M(s)=N(t_f-rs).$$

It vanishes at

$$s_{\rm dep}=\frac{t_f}{r},$$

which is $t_f$ for $r=1$. Diffusion does not enter. If a fraction $\eta$ of the forward charge made metal, the first term is $\eta Nt_f$ and the time becomes $\eta t_f/r$.

## The dissolved product: a memory that fades

The balance $M(s)$ holds for the dissolved product too, but it does not tell how much is at the surface. For that, consider an amount $m$ per area released at $x=0$ in an instant. After a time $\theta$ it has the profile

$$c=\frac{m}{\sqrt{\pi D\theta}}\,e^{-x^2/4D\theta},$$

with $D$ the diffusion coefficient. To verify this, note that $\partial c/\partial x=-xc/(2D\theta)$. Differentiating again and multiplying by $D$ gives

$$D\frac{\partial^2c}{\partial x^2}=\left(-\frac{1}{2\theta}+\frac{x^2}{4D\theta^2}\right)c=\frac{\partial c}{\partial\theta}.$$

The slope is zero at $x=0$, so nothing crosses the wall after the release, and the integral over $x>0$ is $m$. At the surface the release leaves $m/\sqrt{\pi D\theta}$: its contribution fades as the inverse square root of its age.

A constant flux $N$ is a succession of releases $N\,dt'$. Because the diffusion equation is linear, their contributions add:

$$c(0,t)=\int_0^t\frac{N\,dt'}{\sqrt{\pi D(t-t')}}=2N\sqrt{\frac{t}{\pi D}}.$$

The amount made grows as $t$, but the surface concentration grows as $\sqrt t$.

After reversal the flux into the solution is $-rN$. This equals the old flux $+N$, continued without interruption, plus a sink of strength $(1+r)N$ that starts at $t_f$. The old flux has then acted for $t_f+s$ and the sink for $s$, so

$$c(0)=\frac{2N}{\sqrt{\pi D}}\left[\sqrt{t_f+s}-(1+r)\sqrt s\,\right].$$

The bracket is zero when $\sqrt{t_f+s}=(1+r)\sqrt s$. Both sides are positive, so squaring adds no false root:

$$t_f+s=(1+2r+r^2)s\quad\Rightarrow\quad t_f=r(r+2)\,s .$$

Hence

$$s_{\rm sol}=\frac{t_f}{r(r+2)},\qquad s_{\rm sol}=\frac{t_f}{3}\ \text{ for } r=1.$$

The third has a simple origin. Reversing an equal current amounts to adding a sink of twice the original strength. Since the surface responds as the square root of time, the double sink cancels the source when the source has run four times as long: $t_f+s=4s$.

The diffusion coefficient has dropped out because it multiplies both terms alike. Still, deep solution offers no length to compare with $\sqrt{Dt_f}$, so the ratio $s/t_f$ can depend on $r$ alone.

## Where the other two thirds are

For $r=1$ the amount remaining at the transition is $N(t_f-t_f/3)=\tfrac23Nt_f$. To locate it, sum the releases at a general $x$. With $b=x^2/4D$, integration by parts gives

$$\int_0^t\frac{e^{-b/\theta}}{\sqrt\theta}\,d\theta=2\sqrt t\,e^{-b/t}-2b\int_0^t\theta^{-3/2}e^{-b/\theta}\,d\theta .$$

The substitution $y=\sqrt{b/\theta}$ turns the last integral into $(2/\sqrt b)\int_{\sqrt{b/t}}^\infty e^{-y^2}dy=\sqrt{\pi/b}\;{\rm erfc}\sqrt{b/t}$. Dividing by $\sqrt{\pi D}$, the profile per unit flux is

$$G(x,t)=2\sqrt{\frac{t}{\pi D}}\,e^{-x^2/4Dt}-\frac xD\,{\rm erfc}\frac{x}{2\sqrt{Dt}} .$$

In $-D\,\partial G/\partial x$ the two exponential terms cancel and ${\rm erfc}(x/2\sqrt{Dt})$ is left. After an equal reversal the concentration is $N[G(x,t_f+s)-2G(x,s)]$, and the outward flux is

$$J(x)=N\left[{\rm erfc}\frac{x}{2\sqrt{D(t_f+s)}}-2\,{\rm erfc}\frac{x}{2\sqrt{Ds}}\right].$$

At the wall $J=-N$, as imposed. Far out the first term dominates, because it belongs to the longer time, and $J>0$. Between them lies a maximum of concentration where $J=0$. Product inside the maximum is returning; product outside it is still leaving, because there the older outward flux outweighs the effect of the reversal.

The transition does not mean that nothing more can return. If the full reverse current went on, the formula would make $c(0)$ negative. Holding $c(0)$ at zero instead requires a weaker sink. The remaining product can thus still be oxidized, but not at the imposed rate, and another reaction must carry the difference.

## Does a gentler reversal recover everything?

The fraction of the product recovered is

$$\frac{rNs_{\rm sol}}{Nt_f}=\frac1{r+2}.$$

A smaller reverse current recovers more, but for every $r>0$ the fraction is below one half. The limit can be understood directly. When $s\gg t_f$, the forward stage looks like one old burst of size $Nt_f$, which leaves $Nt_f/\sqrt{\pi Ds}$ at the surface. The slow withdrawal lowers the surface value by $2rN\sqrt{s/\pi D}$. These cancel when $rNs=Nt_f/2$. Withdrawal spread over the whole interval includes recent removals, whose effect has not faded, so it counts double against an old burst of equal amount.

In the opposite limit, $r\gg1$, the time is about $t_f/r^2$, whereas the deposit needs $t_f/r$.

## Is it solubility or location that matters?

Keep the product dissolved, but confine it between the electrode and a closed wall at $x=L$. Once early transients have died out, a reverse flux $-N$ lowers the concentration everywhere at the rate $N/L$. The profile must then satisfy $D\,\partial^2c/\partial x^2=-N/L$ with zero slope at $L$:

$$c=\bar c-\frac{N}{2DL}\left[(L-x)^2-\frac{L^2}{3}\right].$$

The constant $L^2/3$ is the mean of $(L-x)^2$, so $\bar c$ is the mean concentration, $N(t_f-s)/L$. At the surface

$$c(0)=\frac{N(t_f-s)}{L}-\frac{NL}{3D},$$

which vanishes at

$$s=t_f-\frac{L^2}{3D}.$$

As $L\to0$ the dissolved product behaves like the deposit. What matters is whether the product stays within reach. The slowest transient decays as $e^{-\pi^2Ds/L^2}$, so the formula requires $L^2\ll\pi^2Ds$.

Stirring acts the other way. If product is swept away at some distance from the electrode, less can return and the reverse time falls below $t_f/3$.

## Numbers for a gold film and a soluble couple

Take $j=1\ \mathrm{mA/cm^2}$, $t_f=12$ s, $n=1$ and 298.15 K. The gold is plated from a non-cyanide gold(I) bath containing 20 mM of the complex. The comparison is a model one-electron couple with 20 mM of reactant. Both reactants have $D=8\times10^{-6}\ \mathrm{cm^2/s}$, and the dissolved product has $6\times10^{-6}\ \mathrm{cm^2/s}$. These are rough typical values.

The molar flux is $N=10^{-3}/F=1.036\times10^{-8}\ \mathrm{mol\,cm^{-2}\,s^{-1}}$. The reactant must last through the forward stage. Its surface concentration is $c_b-2N\sqrt{t/\pi D}$, with $c_b$ the bulk value, and it reaches zero at

$$\tau=\pi D\left(\frac{c_b}{2N}\right)^2=\pi(8\times10^{-6})(965)^2\ \mathrm s=23.4\ \mathrm s .$$

Since $12<23.4$, the reactant can carry the whole current.

The amount made is $Nt_f=1.244\times10^{-7}\ \mathrm{mol/cm^2}$. With a molar volume of $10.23\ \mathrm{cm^3/mol}$, from a lattice constant rounded to 0.408 nm (the measured value is 10.21), this is a gold film 12.7 nm thick. It is stripped in 12 s, and the soluble couple reaches its transition in 4 s. A direct numerical solution of the diffusion equation, with the flux switched at 12 s, gives 4.0001 s; doubling its grid step moves the result by $3\times10^{-4}$ s. Replacing the product's $D$ by the reactant's again gives 4.0001 s.

At reversal the dissolved product stands at 16.5 mM at the surface. Four seconds later it is zero there, but 5.5 mM at the maximum, 71 µm away. Of all the product made, 22 % lies between wall and maximum and 45 % lies beyond, still moving outward. Together they are the missing two thirds.

With the forward stage fixed, a reverse current of one quarter gives 21.3 s for the soluble product and 48 s for the deposit. A fourfold current gives 0.50 s and 3 s.

For the closed layer the natural scale is $\sqrt{Dt_f}=85$ µm. The reverse time is 4.13 s for $L=170$ µm, 8.01 s for 85 µm, 11.00 s for 42 µm and 11.84 s for 17 µm. The thin-layer formula gives 8.00 s at 85 µm, where the slowest transient has fallen to about $e^{-6.6}$. In this comparison the reactant is assumed plentiful: the two thinnest layers would have to hold about 29 and 73 mM of product, more than a 20 mM solution could supply. If instead the product is swept away at 50 µm, the time drops to 0.82 s.

## What the potential shows

If electron transfer is fast, the soluble couple follows the Nernst equation,

$$E=E^{0\prime}+\frac{RT}{F}\ln\frac{c_O(0)}{c_R(0)},$$

where O is the reactant and R the product. As $c_R(0)\to0$ the potential rises without limit in this formula, until another oxidation begins. At 50, 90, 99 and 99.9 % of the 4 s it stands at 34, 84, 145 and 204 mV above $E^{0\prime}$. Near the end $c_R(0)$ falls linearly to zero, so each tenfold approach adds about $(RT/F)\ln10=59$ mV.

Gold has unit activity while metal is left, so its potential follows the dissolved ion. The ion shortage obeys the diffusion problem already solved, with the reactant's $D$. Its surface value therefore vanishes at $t_f/3$, but its integral, which equals the deposit, vanishes at $t_f$. One field contains both answers. When the last gold leaves, the surface ion concentration is

$$c_b+\frac{2N}{\sqrt{\pi D}}\left(2\sqrt{t_f}-\sqrt{2t_f}\right)=c_b\left[1+(2-\sqrt2)\sqrt{\frac{t_f}{\tau}}\right]=28.4\ \mathrm{mM},$$

where $2N/\sqrt{\pi D}=c_b/\sqrt\tau$ was used. The solution has its ions back, but not in their old places: an excess near the electrode balances a shortage farther out.

Relative to its rest potential in the bulk bath, the gold starts the reverse stage at about $-32$ mV, because its ions are depleted to 5.7 mM. It passes $+3$ mV halfway and ends near $+9$ mV. If each gold ion binds two ligands, and 200 mM of free ligand diffuses like the complex, the ligand at the surface is 17 mM below its bulk value when the last gold leaves. This adds $-2(RT/F)\ln(183/200)\approx5$ mV at that moment. At reversal the ligand freed by plating is in excess instead, and lowers the potential by about 7 mV. None of these shifts resembles the runaway that follows when the metal is gone.

Slow electron transfer changes these potentials. Apart from the small effect of charging the double layer, it leaves the two times unchanged as long as the extra voltage does not start another reaction early.

## How a real cell differs

The bath is a dilute one, and a film of 12.7 nm is far thinner than a plated coating of a micrometre. Production baths are normally stirred. That leaves the charge balance of the deposit intact but invalidates the factor $1/3$ for a dissolved product.

The assumption most easily broken here is that all the current drives one reaction. In still solution with 0.25 mM of dissolved oxygen, four-electron reduction limited by diffusion ($D=2\times10^{-5}\ \mathrm{cm^2/s}$) could take at most 14 % of the plating charge. The film would then hold as little as 86 % of the expected gold, and the stripping time could fall from 12 s to about 10.3 s from this loss alone. Oxygen that is still being reduced during stripping shortens the time further. Removing the oxygen avoids both effects. Some ligands, such as sulfite, can be oxidized while the gold is stripped; that takes part of the reverse current and lengthens the time instead. A film that passivates may drive the potential up while metal remains, so a potential jump by itself does not prove complete stripping.

Other effects are smaller in this example:

- Charging the double layer, at $20\ \mathrm{\mu F/cm^2}$ over 0.3 V, takes 0.15 % of the soluble couple's reverse charge. Its effect on the timing is larger, because most of this charge is drawn at the very end, when the supply of product falls only slowly below the demand. With fast electron transfer, the potential reaches 0.5 V above $E^{0\prime}$ about 0.08 s late, or 2 % of the 4 s. The potentials given above for the last moments before the transition leave this out: with charging, the values at 99 and 99.9 % of the 4 s are about 138 and 161 mV instead of 145 and 204 mV.
- On a disc of radius 0.5 cm, a rim as wide as the product's diffusion length over the full 16 s, $\sqrt{D(t_f+s)}=98$ µm, covers 3.9 % of the area.
- Migration of a triply negative gold complex in 1 M salt opposes its diffusion to the cathode. A simple estimate, for equal diffusion coefficients and counting only the complex and the salt, gives 2.8 % of the flux. With 200 mM of a doubly charged free ligand the share at the electrode falls to about 1.7 %, and it is smaller still if the ligand diffuses faster than the complex.
- On a vertical electrode, a relative density change of 0.02 per mol/L, taken for the soluble couple, would move the liquid by at most roughly 0.05 cm in 16 s, which disturbs only the lower or upper edge of a 1 cm disc. Removing gold from a bath changes the density about ten times more and moves the liquid 0.1 to 0.2 cm. That affects the surface concentrations and potentials of the gold, but not its charge balance.
- The last atomic layer of gold, if close-packed as on the (111) face, holds $222\ \mathrm{\mu C/cm^2}$, or 1.9 % of the deposit. The idea of a bulk metal that ends abruptly is therefore no sharper than about 0.2 s.

A forward stage longer than $\tau$ also breaks the rule. Less product is then made late in the stage, when it would count most at the surface, and the transition comes before $t_f/3$, provided the substitute reaction leaves nothing that is oxidized on reversal. Decay of the product in solution shortens the time as well. The main numerical values used here come from the numerical check; most others follow from them by short arithmetic. The delay and the potentials with double-layer charging need the diffusion problem solved together with the charging current, which the printed program does not do.

## Table of computed values

```
INPUTS (rough typical values)
current density 1.00 mA/cm2; forward time 12.0 s
bulk concentration 20.0 mM; T 298.15 K
D reactant 8.0e-06, D product 6.0e-06 cm2/s
gold lattice constant 0.408 nm
MAIN RESULTS
molar flux N 1.0364e-08 mol/cm2/s
forward transition time 23.40 s (grid 23.40 s)
forward charge 12.00 mC/cm2
gold molar volume 10.23 cm3/mol
gold thickness 12.72 nm
deposit stripped after 12.000 s
soluble reverse transition 4.000 s (grid 4.0001 s)
  shift on halving grid step 3.1e-04 s
  grid, with D of the reactant 4.0001 s
PRODUCT PROFILE
surface concentration at reversal 16.54 mM
diffusion length sqrt(D t_f) 84.9 um
at transition: peak 5.48 mM at 71.3 um
share of product between wall and peak 0.2170
share beyond peak, moving outward 0.4497
CURRENT RATIO r: soluble grid s, formula s, recovered, deposit s
  0.25: 21.3334, 21.3333, 0.4444, 48.00
  1.00: 4.0001, 4.0000, 0.3333, 12.00
  4.00: 0.5001, 0.5000, 0.1667, 3.00
CLOSED LAYER um: reverse time s, thin-layer formula s
  848.5: 4.000, not applicable
  169.7: 4.131, not applicable
  84.9: 8.007, 8.000
  42.4: 11.000, 11.000
  17.0: 11.840, 11.840
STIRRED, layer 50 um: reverse time 0.819 s
POTENTIALS at fraction of own reverse time, mV
  (soluble vs formal potential; gold vs rest in bulk bath)
  0.500: soluble 33.8, gold 3.3
  0.900: soluble 83.9, gold 8.1
  0.990: soluble 144.5, gold 8.9
  0.999: soluble 203.8, gold 9.0
gold ion at surface when stripped 28.39 mM
NEGLECTED EFFECTS (rough sizes)
double layer, 20 uF/cm2 x 0.3 V: 0.15 % of reverse
edge diffusion, disc radius 0.5 cm: 3.9 %
migration, charge -3, 1 M salt: 2.8 % of flux
convection drift, vertical, 0.02 L/mol: 0.050 cm
O2 0.25 mM, at most 14 % of plating charge
last gold layer 222 uC/cm2, 1.9 % of deposit
ligand drop 16.8 mM of 200 mM
```
